# The Orientation Factor in Resonance Energy Transfer: Bounds, Mean and Distribution

**Setting.** An excited donor molecule D can pass its excitation to an acceptor molecule A through the Coulomb interaction between their electrons. Let $\boldsymbol\mu_D=\mu_D\mathbf d$ and $\boldsymbol\mu_A=\mu_A\mathbf a$ be the transition dipoles, taken real, with $\mathbf d$ and $\mathbf a$ unit vectors. The vector from donor to acceptor is $\mathbf R=R\,\mathbf n$, with $\mathbf n$ a unit vector. Hartree atomic units are used, so the Coulomb energy of charges $q_1$ and $q_2$ a distance $r$ apart is $q_1q_2/r$.

The molecules are in vacuum. Their separation is large compared with their size, so that electron exchange between them is negligible and the dipole term dominates, except in geometries where that term itself nearly vanishes. Only the dipole term is kept throughout, so "coupling" below means the dipole–dipole coupling. The separation is also small compared with $c/\omega$, where $\omega$ is the transition frequency and $c$ the speed of light, so that retardation can be neglected.

## Part (a): the orientation factor

**Question.** Derive the dipole–dipole coupling $V$, identify the factor $\kappa$ that contains its dependence on direction, and state when the transfer rate is proportional to $\kappa^2$.

**Answer.** Represent the donor dipole by charges $+e$ and $-e$ at $+\boldsymbol\ell/2$ and $-\boldsymbol\ell/2$, with $e\boldsymbol\ell=\boldsymbol\mu_D$. To first order in $\boldsymbol\ell$, its potential at $\mathbf r$ is

$$
\phi(\mathbf r)=\frac{e}{|\mathbf r-\boldsymbol\ell/2|}-\frac{e}{|\mathbf r+\boldsymbol\ell/2|}
\simeq -e\boldsymbol\ell\cdot\nabla\frac1r=\frac{\boldsymbol\mu_D\cdot\mathbf r}{r^3},
$$

because $\nabla(1/r)=-\mathbf r/r^3$.

Treat the acceptor in the same way, with charges $\pm e'$ at $\mathbf R\pm\boldsymbol\ell'/2$ and $e'\boldsymbol\ell'=\boldsymbol\mu_A$. Its energy in the donor's potential is

$$
V=e'\left[\phi(\mathbf R+\boldsymbol\ell'/2)-\phi(\mathbf R-\boldsymbol\ell'/2)\right]\simeq\boldsymbol\mu_A\cdot\nabla\phi(\mathbf R).
$$

The product rule, with $\nabla r^{-3}=-3\mathbf r/r^5$, gives

$$
\nabla\phi=\frac{\boldsymbol\mu_D}{r^3}-\frac{3(\boldsymbol\mu_D\cdot\mathbf r)\,\mathbf r}{r^5}.
$$

Setting $\mathbf r=R\mathbf n$ and taking the scalar product with $\boldsymbol\mu_A$,

$$
V=\frac{\mu_D\mu_A}{R^3}\,\kappa,\qquad
\kappa=\mathbf d\cdot\mathbf a-3(\mathbf d\cdot\mathbf n)(\mathbf a\cdot\mathbf n).
$$

In quantum mechanics the same expansion gives an interaction operator with dipole operators in place of $\boldsymbol\mu_D$ and $\boldsymbol\mu_A$. Its matrix element between "donor excited" and "acceptor excited" contains one transition dipole from each molecule, so the formula for $V$ holds with transition dipoles.

For weak coupling, Fermi's golden rule gives the rate $2\pi V^2J$, where $J$ is the spectral overlap, that is, the weighted density of energy-conserving final states. If $\mu_D$, $\mu_A$, $R$ and $J$ do not depend on the orientations, the rate is proportional to $\kappa^2$. The sign of $\kappa$ does not affect this rate. It depends on the arbitrary signs chosen for the transition dipoles.

## Part (b): the range

**Question.** Find the smallest and largest values of $\kappa^2$, and the geometries in which they occur. Does $\kappa=0$ require perpendicular dipoles?

**Answer.** Collect everything that multiplies $\mathbf a$:

$$
\kappa=\mathbf v\cdot\mathbf a,\qquad \mathbf v=\mathbf d-3x\,\mathbf n,\qquad x=\mathbf d\cdot\mathbf n .
$$

Since $\mathbf d$ and $\mathbf n$ are unit vectors, the squared length of $\mathbf v$ is

$$
|\mathbf v|^2=\mathbf d\cdot\mathbf d-6x(\mathbf d\cdot\mathbf n)+9x^2\,\mathbf n\cdot\mathbf n
=1-6x^2+9x^2=1+3x^2 .
$$

Write $s=|\mathbf v|=\sqrt{1+3x^2}$. Because $0\le x^2\le1$, this length lies between 1 and 2. The scalar product of $\mathbf v$ with a unit vector cannot exceed $|\mathbf v|$ in magnitude, so

$$
|\kappa|\le s\le2,\qquad\text{hence}\qquad 0\le\kappa^2\le4 .
$$

The upper end requires equality in both steps. Equality in $s\le2$ needs $x=\pm1$, so $\mathbf d=\pm\mathbf n$. Then $\mathbf v=\mathbf d-3\mathbf d=-2\mathbf d$, and equality in $|\kappa|\le s$ needs $\mathbf a=\pm\mathbf d$. Both dipoles therefore lie along the line joining the molecules.

The lower end occurs when $\mathbf a$ is perpendicular to $\mathbf v$. The donor's field at the acceptor is $-\nabla\phi=-\mu_D\mathbf v/R^3$, so the coupling vanishes when the acceptor dipole is perpendicular to the donor's field. This does not require perpendicular dipoles. For parallel dipoles, $\mathbf a=\mathbf d$, one has $\kappa=1-3x^2$, which vanishes at $x^2=1/3$.

Every value between the ends also occurs: with $\mathbf d=\mathbf n$ and an angle $\gamma$ between $\mathbf a$ and $\mathbf n$, $\kappa^2=4\cos^2\gamma$.

## Part (c): the isotropic mean

**Question.** Let $\mathbf d$ and $\mathbf a$ be independent and uniformly distributed over all directions, with $\mathbf n$ fixed. Find the mean and the standard deviation of $\kappa^2$.

**Answer.** Two facts about a uniformly distributed unit vector are needed. Let $\theta$ be its angle to a fixed axis and put $u=\cos\theta$. The fraction of the sphere between $\theta$ and $\theta+d\theta$ is

$$
\frac{2\pi\sin\theta\,d\theta}{4\pi}=\frac{|du|}{2}.
$$

The cosine $u$ is therefore uniform on $[-1,1]$, and its even moments are

$$
\langle u^2\rangle=\frac12\int_{-1}^{1}u^2\,du=\frac13,\qquad
\langle u^4\rangle=\frac12\int_{-1}^{1}u^4\,du=\frac15 .
$$

First hold $\mathbf d$ fixed. Then $\mathbf v$ is fixed, and $\kappa=su$, where $u$ is the cosine of the angle between $\mathbf a$ and $\mathbf v$. Since $\mathbf a$ is isotropic and independent of $\mathbf d$, the axis of the first fact may be taken along $\mathbf v$. At fixed $\mathbf d$, $\kappa$ is thus uniform on $[-s,s]$, and the average of $\kappa^2$ over $\mathbf a$ is $s^2/3$.

Now average over $\mathbf d$. Its cosine $x$ with $\mathbf n$ is also uniform on $[-1,1]$, so $\langle x^2\rangle=1/3$ and

$$
\langle\kappa^2\rangle=\frac{\langle s^2\rangle}{3}=\frac{1+3\langle x^2\rangle}{3}=\frac{1+1}{3}=\frac23 .
$$

For the spread, the fourth moment follows in the same way:

$$
\langle\kappa^4\rangle=\frac{\langle s^4\rangle}{5}
=\frac{1+6\langle x^2\rangle+9\langle x^4\rangle}{5}
=\frac{1+2+9/5}{5}=\frac{24}{25}.
$$

The standard deviation of $\kappa^2$ is

$$
\sqrt{\frac{24}{25}-\frac49}=\sqrt{\frac{216-100}{225}}=\frac{\sqrt{116}}{15}\approx0.718 .
$$

It is larger than the mean, so the mean alone says little about an individual pair.

## Part (d): the distribution of $\kappa$

**Question.** For the same isotropic ensemble, find the probability density $f(\kappa)$. What is its value at $\kappa=0$?

**Answer.** At fixed $x$, $\kappa$ is uniform on an interval of length $2s$, so its density is $1/(2s)$ for $|\kappa|<s$ and zero outside. Since $s$ depends on $|x|$ alone, and $|x|$ is uniform on $[0,1]$, the full density is

$$
f(\kappa)=\int_{0}^{1}\frac{dx}{2\sqrt{1+3x^2}}\quad\text{restricted to } \sqrt{1+3x^2}>|\kappa| .
$$

The integral is done by setting $\sqrt3\,x=\sinh t$. Then $dx=\cosh t\,dt/\sqrt3$ and $\sqrt{1+3x^2}=\cosh t$. The hyperbolic cosines cancel, leaving

$$
\int\frac{dx}{2\sqrt{1+3x^2}}=\frac{t}{2\sqrt3}=\frac{\operatorname{arsinh}(\sqrt3\,x)}{2\sqrt3}.
$$

At the upper limit $x=1$, the identity $\operatorname{arsinh}z=\ln(z+\sqrt{z^2+1})$ gives

$$
\operatorname{arsinh}\sqrt3=\ln(2+\sqrt3)\equiv L\approx1.3170 .
$$

*Inner region, $|\kappa|<1$.* Since $s\ge1$, the restriction is satisfied for all $x>0$. The lower limit is $x=0$, which contributes nothing, and

$$
f(\kappa)=\frac{L}{2\sqrt3}\equiv C\approx0.3802 .
$$

*Outer region, $1\le|\kappa|\le2$.* The restriction now requires $3x^2>\kappa^2-1$, so the lower limit $x_0$ satisfies $\sqrt3\,x_0=\sqrt{\kappa^2-1}$. There

$$
\operatorname{arsinh}\sqrt{\kappa^2-1}=\ln\!\left(\sqrt{\kappa^2-1}+|\kappa|\right)=\operatorname{arcosh}|\kappa| ,
$$

and therefore

$$
f(\kappa)=\frac{L-\operatorname{arcosh}|\kappa|}{2\sqrt3}.
$$

The two forms agree at $|\kappa|=1$, where $\operatorname{arcosh}1=0$. The density falls to zero at $|\kappa|=2$, because $\operatorname{arcosh}2=\ln(2+\sqrt3)=L$.

The density of $\kappa$ is thus flat in the middle, with the finite value $f(0)=C$. The bound $s\ge1$ guarantees that it is finite, because the density at fixed $x$ is at most $1/(2s)\le1/2$. In physical terms, the donor's dipole field at the acceptor does not vanish for any direction of the donor dipole.

## Part (e): the density of $\kappa^2$ near zero

**Question.** It is claimed that the probability density of $q=\kappa^2$ diverges logarithmically at $q=0$. Derive the density $p(q)$ and decide whether the claim is true. Find also the probability that $\kappa^2$ does not exceed $q$.

**Answer.** Two values, $\kappa=+\sqrt q$ and $\kappa=-\sqrt q$, give the same $q$. For each of them $|d\kappa/dq|=1/(2\sqrt q)$. Since $f$ is even, the contributions are equal:

$$
p(q)=2f(\sqrt q)\,\frac{1}{2\sqrt q}=\frac{f(\sqrt q)}{\sqrt q}.
$$

Inserting the result of part (d),

$$
p(q)=\frac{L}{2\sqrt3\,\sqrt q}\quad(0<q\le1),
$$

$$
p(q)=\frac{L-\operatorname{arcosh}\sqrt q}{2\sqrt3\,\sqrt q}\quad(1\le q\le4).
$$

The claim is false. The density does diverge, but as the inverse square root $C/\sqrt q$. A logarithm is much weaker: $\sqrt q\,\ln(1/q)$ tends to zero as $q\to0$, whereas $\sqrt q\,p(q)$ stays equal to $C$. The logarithm in $L$ is a constant and does not depend on $q$.

The divergence comes from squaring. Near $\kappa=0$ the function $\kappa^2$ is flat, so a small interval of $q$ collects a comparatively wide interval of $\kappa$, and $\kappa$ has a finite, nonzero density there.

A logarithm would appear in a different problem. If $\kappa$ were replaced by the product $xu$ of two independent cosines, the uniform interval at fixed $x$ would be $[-|x|,|x|]$, which shrinks to nothing at $x=0$. The density of the product $w=xu$ would be

$$
\int_{|w|}^{1}\frac{dx}{2x}=-\frac12\ln|w| .
$$

For the orientation factor, $s\ge1$ rules this out.

The cumulative probability follows by integration. For $q\le1$,

$$
P(\kappa^2\le q)=\int_0^q\frac{C\,dq'}{\sqrt{q'}}=2C\sqrt q=\frac{L}{\sqrt3}\sqrt q .
$$

The divergence is therefore integrable, and the probability of finding $\kappa^2$ in a small interval at zero is small. For $q\ge1$ put $k=\sqrt q$ and integrate $f$ over $-k\le\kappa\le k$. With

$$
\int_1^k\operatorname{arcosh}u\,du=k\operatorname{arcosh}k-\sqrt{k^2-1},
$$

which is confirmed by differentiating the right side, one finds

$$
P(\kappa^2\le k^2)=\frac{1}{\sqrt3}\left[L+L(k-1)-k\operatorname{arcosh}k+\sqrt{k^2-1}\right]
$$

$$
\phantom{P(\kappa^2\le k^2)}=\frac{k(L-\operatorname{arcosh}k)+\sqrt{k^2-1}}{\sqrt3}.
$$

At $k=2$ the first term vanishes and the second gives $\sqrt3/\sqrt3=1$, so the density is normalized.

Some values are:

| $q$ | $p(q)$ | $P(\kappa^2\le q)$ |
|---|---|---|
| 0.0001 | 38.02 | 0.0076 |
| 0.01 | 3.802 | 0.0760 |
| 0.25 | 0.760 | 0.3802 |
| 1 | 0.380 | 0.7603 |
| 2.25 | 0.068 | 0.9525 |

The numerical check obtains the cumulative probabilities separately, by integrating over the two polar cosines, each weighted uniformly, and the azimuth difference, without using the result of part (c) that $\kappa$ is uniform on $[-s,s]$ at fixed $\mathbf d$. Between $q=0.0001$ and $q=0.01$ they grow by a factor 10.000, as $\sqrt q$ requires. A density proportional to $-\ln q$ would give a factor 54.90.

## Part (f): one pair compared with the ensemble

**Question.** Take model parameters $\mu_D=\mu_A=2$ atomic units and $R=40$ bohr. Both dipoles make an angle of $60^\circ$ with $\mathbf n$ and have equal azimuths about it. Find the coupling, and compare the rate with the isotropic mean. What fraction of isotropic pairs has $\kappa^2$ below its mean, and what is the median?

**Answer.** With polar angles $\theta_D,\theta_A$ and azimuth difference $\varphi$,

$$
\mathbf d\cdot\mathbf a=\sin\theta_D\sin\theta_A\cos\varphi+\cos\theta_D\cos\theta_A .
$$

Subtracting $3\cos\theta_D\cos\theta_A$ gives

$$
\kappa=\sin\theta_D\sin\theta_A\cos\varphi-2\cos\theta_D\cos\theta_A .
$$

Here $\varphi=0$, $\sin^260^\circ=3/4$ and $\cos^260^\circ=1/4$, so

$$
\kappa=0.75-0.50=0.25,\qquad \kappa^2=0.0625 .
$$

The dipoles are parallel, yet the coupling is weak, because the two terms have opposite signs and partly cancel. Its value is

$$
V=\frac{2\times2\times0.25}{40^3}=\frac{1}{64000}=1.5625\times10^{-5}\ \text{hartree}=0.425\ \text{meV}.
$$

The direct Coulomb energy of four point charges, with each dipole made of two charges 0.04 bohr apart, is also $1.5625\times10^{-5}$ hartree to the digits shown.

At equal dipoles, separation and spectral overlap, the rate relative to the isotropic mean is

$$
\frac{0.0625}{2/3}=0.094 .
$$

The root-mean-square coupling of the ensemble is

$$
V_{\rm rms}=\frac{4}{64000}\sqrt{\frac23}=5.103\times10^{-5}\ \text{hartree}=1.389\ \text{meV}.
$$

Since $2/3<1$, the fraction below the mean follows from the inner formula:

$$
P\!\left(\kappa^2\le\tfrac23\right)=\frac{L}{\sqrt3}\sqrt{\frac23}=0.7603\times0.8165=0.621 .
$$

The median $q_m$ satisfies $L\sqrt{q_m}/\sqrt3=1/2$, so

$$
q_m=\frac{3}{4L^2}=0.432 .
$$

This lies below 1, as the use of the inner formula requires. Random orientations give 0.433.

## Part (g): when may $\kappa^2$ be replaced by its mean?

**Question.** Compare dipoles that reorient quickly with dipoles that are frozen. For the frozen case, find how the probability that the donor has not yet transferred its excitation behaves at long times. Consider one acceptor per donor at fixed $R$, no return transfer and no other decay.

**Answer.** Write the rate as $\Gamma\kappa^2$, with $\Gamma$ independent of orientation.

If both dipoles sample all directions independently many times before transfer occurs, but slowly enough for the golden rule to hold at each orientation, the excitation experiences the average rate. The survival probability is then $e^{-2\Gamma t/3}$, and replacing $\kappa^2$ by $2/3$ is justified.

If the orientations are frozen, each pair keeps its own $\kappa^2$. The average must be taken over the exponentials, not over the rates:

$$
S(t)=\int_0^4p(q)\,e^{-q\Gamma t}\,dq .
$$

The initial slope is $-\Gamma\langle\kappa^2\rangle=-2\Gamma/3$, the same as for fast reorientation. At long times the weakly coupled pairs remain. Split the integral at $q=1$. The part above 1 is at most $e^{-\Gamma t}$. In the part below 1, set $q=y^2$, so that $dq/\sqrt q=2\,dy$:

$$
\int_0^1\frac{C}{\sqrt q}\,e^{-q\Gamma t}\,dq=2C\int_0^1e^{-\Gamma t\,y^2}\,dy\simeq C\sqrt{\frac{\pi}{\Gamma t}}\qquad(\Gamma t\gg1).
$$

The last step extends the upper limit to infinity, where the Gaussian is negligible, and uses $\int_0^\infty e^{-\alpha y^2}dy=\tfrac12\sqrt{\pi/\alpha}$.

The frozen ensemble therefore decays as $t^{-1/2}$ instead of exponentially, and the inverse-square-root divergence of $p(q)$ is the cause. If the donor can also decay by itself at a rate $\gamma$ independent of orientation, the probability that it is still excited is $S(t)\,e^{-\gamma t}$, with $S(t)$ as given above.

Neither result can be taken for granted when the surroundings restrict or correlate the dipole directions. The bounds of part (b) still hold then, but the mean and the density must be recalculated from the actual distribution of orientations.

## Table of computed values

```
largest kappa^2 from singular value: 4.000000 (no unit)
largest kappa^2 among samples: 3.9901 (no unit)
mean kappa^2 by quadrature: 0.666667 (no unit)
mean kappa^4 by quadrature: 0.960000 (no unit)
standard deviation of kappa^2: 0.7180 (no unit)
ln(2+sqrt3): 1.316958 (no unit)
C = ln(2+sqrt3)/(2 sqrt3): 0.380173 (no unit)
number of random orientations: 1500000
worst bin deviation: 2.10 standard errors
fixed donor angle: 60.0 degrees
s at this angle: 1.3229 (no unit)
largest deviation from uniform law: 0.00151 (probability)
density p(q) at q = 0.0001: 38.0173 (no unit)
density p(q) at q = 0.01: 3.8017 (no unit)
density p(q) at q = 0.25: 0.7603 (no unit)
density p(q) at q = 1: 0.3802 (no unit)
density p(q) at q = 2.25: 0.0682 (no unit)
P(kappa^2 <= 0.0001): angles 0.00760, formula 0.00760
P(kappa^2 <= 0.01): angles 0.07603, formula 0.07603
P(kappa^2 <= 0.25): angles 0.38017, formula 0.38017
P(kappa^2 <= 1): angles 0.76035, formula 0.76035
P(kappa^2 <= 2.25): angles 0.95253, formula 0.95253
P(kappa^2 <= 3.24): angles 0.99301, formula 0.99301
P(0.01)/P(0.0001) from angles: 10.000 (no unit)
same ratio for a density -ln q: 54.90 (no unit)
median kappa^2: formula 0.4324, samples 0.4333 (no unit)
fraction below the mean 2/3: 0.6208 (no unit)
dipole of each molecule: 2.0 atomic units
separation: 40.0 bohr
kappa of the pair: 0.2500 (no unit)
kappa^2 of the pair: 0.0625 (no unit)
rate relative to isotropic mean: 0.09375 (no unit)
coupling of the pair: 1.56250e-05 hartree
coupling from four charges: 1.56250e-05 hartree
coupling of the pair: 0.4252 meV
rms isotropic coupling: 5.10310e-05 hartree
rms isotropic coupling: 1.3886 meV
```
